# Temperature profile of a Joule-heated interconnect line between two vias

Q: A metal line has the same cross-section and carries the same current all along its length. It makes the same heat everywhere, so I would expect it to have the same temperature everywhere. Why should there be a profile at all?

A: Heating is uniform, but cooling is not. Heat leaves sideways through the dielectric all along the line, and it also leaves at the two ends through the vias. A piece near a via has an easy way out, while a piece in the middle must send its heat through a poor conductor or along the metal.

To make this quantitative, let the line have length $L$, width $w$, thickness $h$ and cross-section $A=wh$, and let $x$ run from $-L/2$ to $L/2$. The substrate is at temperature $T_0$, and $\theta(x)=T(x)-T_0$ is the temperature rise. The current is steady and has density $j$. With resistivity $\rho$, a volume $A\,dx$ makes heat at the rate $j^2\rho A\,dx$, so the heat made per unit length is

$$p=j^2\rho A .$$

For now $\rho$ is constant.

Q: You write one temperature for each $x$. The bottom of the line is closer to the substrate than the top. Is it not cooler?

A: Slightly. Suppose, for an estimate, that all the heat leaves through the bottom face. The source per unit volume is $p/(wh)$, so the heat crossing unit area at depth $s$ below the top is $ps/(wh)$. Dividing by the metal conductivity $k_m$ gives the temperature gradient, and integrating from $0$ to $h$ gives the drop

$$\Delta\theta=\int_0^h\frac{ps}{k_m wh}\,ds=\frac{ph}{2k_m w}.$$

It must be small compared with $\theta$. We can put numbers in once we have a line to discuss.

Q: And the dielectric? Heat spreads through it in all directions. How can that become a local loss?

A: By an assumption about lengths. If $\theta$ changes along the line over a distance much longer than the distance over which heat spreads in the dielectric, each cross-section behaves as if the line were uniform. The dielectric heat flow then lies in the plane of the section. Heat conduction in the dielectric is linear, so the loss per unit length is proportional to the rise:

$$\text{loss per length}=g\,\theta,\qquad g=k_dS,$$

where $k_d$ is the dielectric conductivity and $S$ is a pure number fixed by the shape of the section.

Now take a slice $dx$ of metal. The heat current toward $+x$ is $-k_mA\theta'$. It brings in $-k_mA\theta'(x)$ on the left and carries away $-k_mA\theta'(x+dx)$ on the right, a net gain of $k_mA\theta''dx$. In steady state the gains and losses add to zero:

$$k_mA\,\theta''-g\,\theta+p=0. \tag{1}$$

Q: Surely $S$ is just $w/t$, with $t$ the dielectric thickness under the line. That is the conductance of a slab.

A: It is, if heat goes straight down, as it nearly does under a line much wider than $t$. Under a narrow line much of the heat leaves through the sides and spreads out. Then $S$ must come from Laplace's equation in the cross-section.

Take $w=h=0.3$ µm and $t=1$ µm. The line is inlaid, with its top level with the top of the dielectric, and that top surface is insulated. The substrate is isothermal and there are no other lines nearby. I solved Laplace's equation by finite differences, with insulated side walls 6 µm from the line's edges, and extrapolated from grid steps of 0.025 and 0.0125 µm. The result is

$$S=1.72,\qquad\text{whereas}\qquad w/t=0.30 .$$

For a line 8 µm wide with the same $h$ and $t$, a 0.05 µm grid gives $S=1.18\,w/t$. The excess $S-w/t$ is about 1.4 to 1.5 in both cases. It belongs to the edges, so it dominates for the narrow line and is a correction for the wide one.

Q: Very well, $g$ is a number. What does equation (1) say?

A: First look for a constant solution. With $\theta''=0$, the dielectric must remove all the heat locally, which gives the plateau

$$\theta_\infty=\frac{p}{g}.$$

Put $\theta=\theta_\infty+u$. Since $-g\theta_\infty+p=0$, the constant terms cancel, leaving $k_mAu''=gu$, or

$$u''=\frac{u}{\lambda^2},\qquad \lambda=\sqrt{\frac{k_mA}{g}} . \tag{2}$$

The units of $k_mA$ are W m/K and those of $g$ are W/(m K), so $\lambda$ is a length. Differentiating $\cosh(x/\lambda)$ or $\sinh(x/\lambda)$ twice returns the same function divided by $\lambda^2$. Both therefore solve (2), and so does

$$u=a\cosh(x/\lambda)+b\sinh(x/\lambda).$$

Q: Could there be another solution that you have not guessed?

A: Not with the same end temperatures. Let $v$ be the difference of two solutions that agree at both ends. Then $\lambda^2v''-v=0$ and $v(\pm L/2)=0$. Multiply by $v$ and integrate over the line. Integration by parts turns $\int vv''dx$ into $-\int v'^2dx$, because the end terms vanish. Hence

$$\int_{-L/2}^{L/2}\left(\lambda^2v'^2+v^2\right)dx=0 .$$

Neither term can be negative, so $v=0$ throughout.

Q: Then why a cosh alone? You have a sinh as well.

A: The ends decide. Let the vias hold the left and right ends at rises $\theta_L$ and $\theta_R$, and write $U=L/(2\lambda)$. The conditions are

$$a\cosh U-b\sinh U=\theta_L-\theta_\infty,$$
$$a\cosh U+b\sinh U=\theta_R-\theta_\infty .$$

Adding and subtracting them gives

$$a=\frac{(\theta_L+\theta_R)/2-\theta_\infty}{\cosh U},\qquad b=\frac{\theta_R-\theta_L}{2\sinh U}.$$

The sinh disappears when the two vias have equal temperatures. If both are at $T_0$, then $\theta_L=\theta_R=0$, $b=0$ and $a=-\theta_\infty/\cosh U$, so

$$\theta(x)=\theta_\infty\left[1-\frac{\cosh(x/\lambda)}{\cosh U}\right]. \tag{3}$$

With unequal vias the hottest point moves. Setting $\theta'=0$ gives $\tanh(x/\lambda)=-b/a$. If $a<0$ and $\theta_R>\theta_L$, this lies at positive $x$, toward the hotter via. If $|b/a|\ge\tanh U$, there is no maximum inside the line, and the hotter end is the hottest point.

Q: You have named no meaning for $\lambda$ beyond its formula.

A: Let $s=x+L/2$ be the distance from the left via. From (3), the deficit below the plateau, as a fraction of the plateau, is

$$\frac{\theta_\infty-\theta}{\theta_\infty}=\frac{\cosh(U-s/\lambda)}{\cosh U}
=\frac{e^{U-s/\lambda}+e^{-U+s/\lambda}}{e^{U}+e^{-U}} .$$

For a long line, $U\gg1$, and at fixed $s$ the second term above and below is negligible. The fraction becomes $e^{-s/\lambda}$. The cooling effect of a via therefore dies away by a factor $e$ per length $\lambda$, which is why $\lambda$ is called the healing length. Better metal conduction lengthens it and greater dielectric loss shortens it.

Q: Give me a line with numbers.

A: Use the section above with $L=20$ µm, and take $T_0=378$ K, $k_m=330$ W/(m K), $\rho=2.8$ µΩ cm, $k_d=0.3$ W/(m K) and $j=5$ MA/cm². These are rough values for a copper line in a low-k dielectric. The metal values are mutually consistent: $k_m\rho/T_0=2.44\times10^{-8}$ W Ω/K², which agrees with the free-electron Lorenz number $(\pi^2/3)(k_B/e)^2$ to the digits shown.

In SI units $j=5\times10^{10}$ A/m² and $A=9\times10^{-14}$ m², so

$$p=(5\times10^{10})^2(2.8\times10^{-8})(9\times10^{-14})=6.30\ \text{W/m},$$
$$g=0.3\times1.716=0.515\ \text{W/(m K)},$$
$$\theta_\infty=\frac{6.30}{0.515}=12.2\ \text{K},$$
$$\lambda=\sqrt{\frac{2.97\times10^{-11}}{0.515}}\ \text{m}=7.6\ \text{µm}.$$

Then $U=10/7.6=1.32$ and $\cosh U=2.00$. The peak rise is $12.2\,(1-1/2.00)=6.1$ K. Moving from the middle toward a via, the rise is 4.7 K at $x=5$ µm, 2.4 K at 8 µm, 1.3 K at 9 µm and zero at 10 µm.

Had we used $S=w/t$, we would have found $\lambda=18$ µm and a plateau of $6.30/0.09=70$ K. The shape factor matters here.

The drop inside the metal, $ph/(2k_mw)$, is about 0.01 K, so one temperature per section is a good description along the line. The exception is the short piece directly above a via that joins from below: there the heat carried along the line turns down through the bottom face, and the top-to-bottom difference is about 0.15 K.

Q: The peak is half the plateau. Where does the rest of the heat go?

A: Into the vias. First find the mean rise. Since $L=2\lambda U$,

$$\frac1L\int_{-L/2}^{L/2}\cosh\frac{x}{\lambda}\,dx=\frac{2\lambda\sinh U}{L}=\frac{\sinh U}{U},$$

and therefore

$$\bar\theta=\theta_\infty\left(1-\frac{\tanh U}{U}\right).$$

The dielectric removes $gL\bar\theta=pL(1-\tanh U/U)$. The total heat is $pL$, so the fraction

$$f=\frac{\tanh U}{U}$$

leaves through the two vias. The end gradients agree: each end passes $k_mA\theta_\infty\tanh U/\lambda=p\lambda\tanh U$, and twice this divided by $pL$ is again $f$.

For the 20 µm line the mean rise is 4.2 K and $f=0.66$. The mean is also what a resistance measurement senses. If the resistivity varies as $1+\alpha\theta$, the line resistance, an integral over $x$, rises by the fraction $\alpha\bar\theta$. Reading a temperature from the resistance would give 4.2 K here and miss the 6.1 K peak.

Q: So is this a long line or a short one?

A: It lies between. Keeping everything but the length fixed gives:

| $L$ (µm) | $U$ | peak (K) | mean (K) | via share |
|---|---|---|---|---|
| 5 | 0.33 | 0.63 | 0.42 | 0.97 |
| 10 | 0.66 | 2.2 | 1.5 | 0.88 |
| 20 | 1.32 | 6.1 | 4.2 | 0.66 |
| 50 | 3.29 | 11.3 | 8.5 | 0.30 |
| 100 | 6.58 | 12.2 | 10.4 | 0.15 |

At 100 µm the peak has reached the plateau to within 0.3 %, because $1/\cosh U\approx2e^{-U}$ is then tiny. The mean lags behind: its relative deficit is $\tanh U/U\approx1/U=2\lambda/L$, which falls only as the inverse length. The two cool end regions keep their size while the line grows.

Q: And for a short line? Your formula still contains $g$, though hardly any heat uses the dielectric.

A: The dependence on $g$ cancels at leading order. For $U\ll1$, use $\cosh z\approx1+z^2/2$ in (3):

$$1-\frac{1+x^2/(2\lambda^2)}{1+U^2/2}\approx\frac12\left(U^2-\frac{x^2}{\lambda^2}\right).$$

Multiply by $p/g$, and use $U^2=L^2/(4\lambda^2)$ and $g\lambda^2=k_mA$:

$$\theta(x)\approx\frac{p}{2k_mA}\left(\frac{L^2}{4}-x^2\right),\qquad \theta_{\rm peak}\approx\frac{pL^2}{8k_mA}.$$

This parabola is the solution of (1) with $g=0$. To see how far it can be trusted, keep the next term:

$$\frac1{\cosh U}\approx1-\left(\frac{U^2}{2}+\frac{U^4}{24}\right)+\frac{U^4}{4}=1-\frac{U^2}{2}+\frac{5U^4}{24}.$$

The peak is therefore the parabolic value times $1-5U^2/12$. At $L=5$ µm the parabola gives 0.66 K against 0.63 K from (3). At 20 µm it gives 10.6 K against 6.1 K, and it is no longer useful.

The limits also show what a change of dielectric does. At fixed current and geometry, halving $k_d$ doubles the rise in the middle of a very long line and leaves that of a very short one almost unchanged.

Q: You kept $\rho$ constant, yet hot copper resists more. More resistance makes more heat, and that makes it hotter. Does the cosh survive?

A: It does, within a limit. At fixed current replace $p$ by $p(1+\alpha\theta)$, with $p$ still the value at $T_0$. Equation (1) becomes

$$k_mA\,\theta''-(g-\alpha p)\theta+p=0 .$$

This is the old equation with $g$ replaced by $g-\alpha p=g(1-\alpha\theta_\infty)$. As long as $\alpha\theta_\infty<1$, the profile is again (3), with

$$\theta_\infty\to\frac{\theta_\infty}{1-\alpha\theta_\infty},\qquad \lambda\to\frac{\lambda}{\sqrt{1-\alpha\theta_\infty}} .$$

With a rough $\alpha=0.0024$ K⁻¹ at $T_0$, $\alpha\theta_\infty=0.029$. The healing length grows from 7.6 to 7.7 µm and the peak from 6.12 to 6.20 K.

Q: What if $\alpha\theta_\infty$ exceeds one?

A: Then added heating outruns the dielectric loss, and only the vias can hold the temperature down. Define $\kappa^2=(\alpha p-g)/(k_mA)$. The equation is $\theta''+\kappa^2\theta=-p/(k_mA)$, and with both ends at $T_0$ its solution is

$$\theta=\frac{p}{\alpha p-g}\left[\frac{\cos\kappa x}{\cos(\kappa L/2)}-1\right].$$

The cosh has become a cosine. As $\kappa L$ approaches $\pi$, the denominator $\cos(\kappa L/2)$ goes to zero and the rise grows without bound, so this linear model loses its steady state there. A real line would leave the range of constant $k_m$, $k_d$ and $\alpha$ before that.

Q: I distrust the fixed-temperature vias more. You say two thirds of the heat goes through them. Heat cannot flow through a via without a temperature difference.

A: That objection carries weight. Let each via have thermal resistance $R_v$ to a base at $T_0$. By symmetry the profile is still even, so write $\theta=\theta_\infty[1-B\cosh(x/\lambda)]$. At the right end, the heat arriving from the line equals the heat passing down the via:

$$\frac{k_mA\,\theta_\infty B\sinh U}{\lambda}=\frac{\theta_\infty(1-B\cosh U)}{R_v}.$$

Multiply by $R_v/\theta_\infty$ and define $r=R_vk_mA/\lambda$. Then $rB\sinh U=1-B\cosh U$, so

$$B=\frac{1}{\cosh U+r\sinh U}.$$

For $r\to0$ this returns (3). For $r\to\infty$, $B\to0$: the ends are insulated and the whole line sits at the plateau.

Take copper vias as tall as the dielectric, with the line's own cross-section and no loss from their sides. Then $R_v=t/(k_mA)=3.4\times10^4$ K/W and $r=t/\lambda=0.13$. The line ends now rise by 1.25 K and the peak by 6.7 K instead of 6.1 K. This treats the via as a straight continuation of the line; the corner where the two meet, and whether the via lies inside or beyond $x=L/2$, moves the peak by about 0.1 K.

Q: The via carries the same current. Does it not heat itself?

A: It does. At height $z$ above its base, the heat made higher up in the via is $p(t-z)$, and it must flow down through that point. Integrating the gradient $p(t-z)/(k_mA)$ from $0$ to $t$ gives an extra $pt^2/(2k_mA)=0.11$ K at the top, if the heat arriving from the line is unchanged. In fact the warmer via top draws a little less heat from the line, so the extra rise there is slightly smaller, about 0.10 K. I solved the heat balance numerically, dividing the line into 2001 cells, with via resistance, this via heating and the line's rising resistivity all present. The peak is 6.9 K, about 13 % above the value from (3).

Q: You also assumed that no heat flows lengthwise in the dielectric. But $\lambda$ is only 7.6 times $t$.

A: To size that effect, expand the uniform heating in the functions $\cos(q_nx)$ with $q_n=(2n+1)\pi/L$, which vanish at the ends. For each one, the dielectric rise is $\cos(q_nx)$ times a function $\phi$ of the cross-section that obeys $\nabla_\perp^2\phi=q_n^2\phi$. This includes the lengthwise flow. Solving it by finite differences for 25 terms, with the end planes of the dielectric held at $T_0$, lowers the peak by 0.3 % relative to the one-dimensional model on the same grid. With those end conditions the approximation is good.

Q: How close is all this to a real chip?

A: The section and material values are of the right size for a fairly wide copper line in low-k dielectric. The current density is high for continuous service, where limits are roughly of order 1 MA/cm². At 1 MA/cm², with all else fixed, $p$ and every rise in (3) fall by a factor of 25, and the peak is about 0.24 K. A thermal resistance at the metal-dielectric interface, taken as a rough $10^{-8}$ m² K/W and spread evenly over the bottom and sides, amounts to less than 1 % of the dielectric path. The assumption of an isolated line fails in dense wiring. Suppose identical parallel lines at 0.6 µm pitch all carry the same current. No heat crosses the planes midway between them, so each line has only its own strip of dielectric, and the section calculation gives $S=0.585$. The healing length becomes 13 µm and the plateau 36 K, nearly three times the isolated value. The peak of the 20 µm line, with ideal vias, rises less, from 6.1 to 8.5 K, because the vias already carry most of the heat and the path to them along the metal is unchanged. The insulated surface level with the top of the line is also an idealization. A buried line has dielectric above it, which lets heat leave the top face and spread: for the isolated line, 1 µm of the same dielectric on top raises $S$ from 1.72 to about 2.25, lowers the plateau to 9.3 K and the peak to 5.4 K. Real stacks also have several dielectric layers, and vias that end on other warm wires instead of at $T_0$. Those change $g$, $R_v$ and the end temperatures, which must then be found for the particular layout.
